# SLAC and Tangent Dirac Fermions in One Dimension: The Local Pencil, part 2

Hartree atomic units are used, with \(\hbar=1\). A ring has \(N\) sites \(x_j=ja\), \(N\) even, length \(L=Na\) and antiperiodic closure \(\psi_{j+N}=-\psi_j\). The momenta \(p=(2k+1)\pi/L\) lie inside \((-\pi/a,\pi/a)\), and the shift \((T\psi)_j=\psi_{j+1}\) has eigenvalues \(e^{ipa}\). The Dirac Hamiltonian is
\[H=vK\sigma_y+M\sigma_x+V=\begin{pmatrix}V&A^\dagger\\A&V\end{pmatrix},\qquad A=M+ivK,\]
with mass \(M_j\) and potential \(V_j\) diagonal in the site index; the chiral case is \(h=vK+V\). \(K\) has matrix elements \(K_n\), \(n=j-l\), and eigenvalue \(\kappa(p)=p\) (SLAC), \((2/a)\tan(pa/2)\) (tangent) or \(\sin(pa)/a\) (naive). At small \(p\),
\[\frac2a\tan\frac{pa}2=p+\frac{a^2p^3}{12}+\frac{a^4p^5}{120}+\dots\]

For the tangent, \(\psi=B\chi\) with \(B=(1+T)/2\) turns \(H\psi=E\psi\) into the pencil
\[\mathcal H\chi=E\,\Phi\chi,\qquad\mathcal H=vP\sigma_y+B^\dagger MB\,\sigma_x+B^\dagger VB,\]
where \(\Phi=B^\dagger B\) and \(iP=(T-T^\dagger)/2a\). SLAC admits no translation-invariant pencil of fixed range; the numerical output lists least-squares residuals for ranges 1 and 2.

The kink is \(M=M_0\tanh(x/w)\) with \(V=0\). Put \(y=x/w\), \(\lambda=M_0w/v\), \(s=\lambda-1>0\), \(t=\tanh y\) and \(u=\operatorname{sech}^2y=1-t^2\), so that \(t'=u\), \(u'=-2ut\) and \((\operatorname{sech}^sy)'=-st\operatorname{sech}^sy\). A spinor \((f,g)\) obeys \(Af=Eg\), \(A^\dagger g=Ef\). The continuum zero mode is \(f=\operatorname{sech}^\lambda y\), \(g=0\). The first excited level has \(g=C\operatorname{sech}^sy\), \(f=\sqrt{2s+1}\,tg\), equal norms of \(f\) and \(g\), and \(E_1=(v/w)\sqrt{2\lambda-1}\). The next has \(E_2^2=(v/w)^2[(2\lambda-1)+(2\lambda-3)]=(v/w)^2(4\lambda-4)\).

The ring also needs an antikink; the profile used is \(M_0\tanh[(x-L/4)/w]\tanh[(3L/4-x)/w]\). The model parameters are \(v=0.2\) bohr·hartree, \(M_0=0.02\) hartree, \(w=25\) bohr, \(L=800\) bohr, \(a=10,5,2.5\) bohr. Still to be found is the leading tangent error \(\delta E_1\) of the first excited level, with its numerical evaluation.

*Leading error.* For \(a\ll w\) and \(\lambda\) of order one the bound states occupy \(|p|\ll\pi/a\), and the tangent acts as the continuum operator plus \(\delta A=iva^2p^3/12\). With \(p=-i\partial_x\), \(p^3=i\partial_x^3\), so \(\delta A=-(va^2/12)\partial_x^3\). For real unit-norm \(f,g\) the state is \((f,g)/\sqrt2\), and first-order perturbation theory gives
\[\delta E_1=\tfrac12\left[\langle g|\delta Af\rangle+\langle f|\delta A^\dagger g\rangle\right]=-\frac{va^2}{12}\int gf'''dx=+\frac{va^2}{12}\int g'''f\,dx,\]
the sign changing through three integrations by parts. In the variable \(y\),
\[g'=-stg,\qquad g''=(-su+s^2t^2)g=[s^2-s(s+1)u]g,\]
\[g'''=2s(s+1)utg-st[s^2-s(s+1)u]g=t\left[-s^3+s(s+1)(s+2)u\right]g.\]
With \(f=\sqrt{2s+1}\,tg\) and \(t^2=1-u\), the averages of \(1-u\) and \(u(1-u)\) over the weight \(g^2\propto u^s\) are needed. Integrating \((tu^s)'=u^{s+1}-2s(1-u)u^s=(2s+1)u^{s+1}-2su^s\) over the line gives \(I_{s+1}=2sI_s/(2s+1)\) for \(I_s=\int u^sdy\). Then
\[\langle1-u\rangle=\frac1{2s+1},\qquad\langle u(1-u)\rangle=\frac{2s}{2s+1}\left(1-\frac{2s+2}{2s+3}\right)=\frac{2s}{(2s+1)(2s+3)},\]
\[\langle t\,g'''/g\rangle=\frac{s^2\left[-s(2s+3)+2(s+1)(s+2)\right]}{(2s+1)(2s+3)}=\frac{s^2(3s+4)}{(2s+1)(2s+3)}.\]
Multiplying by \(\sqrt{2s+1}\), restoring \(w^{-3}\) from the three derivatives and putting \(s=\lambda-1\),
\[\delta E_1=\frac{va^2}{12w^3}\,\frac{(\lambda-1)^2(3\lambda+1)}{\sqrt{2\lambda-1}\,(2\lambda+1)}.\]
The shift is positive, in line with \(|\kappa|>|p|\), and vanishes as \(\lambda\to1\), where the state spreads out and its momenta go to zero. The antikink carries the same level: the reflection \(x\to-x\) reverses \(K\) and turns the kink into the antikink, and conjugation by \(\sigma_x\) restores the sign of \(K\sigma_y\).

*Numbers.* Here \(\lambda=0.02\times25/0.2=2.5\), \(v/w=0.008\) hartree, \(E_1=0.008\sqrt4=0.016000\) hartree \(=435.38\) meV and \(E_2=0.008\sqrt6=0.019596\) hartree. The coefficient is \(1.5^2\times8.5/(2\times6)=1.59375\). At \(a=5\) bohr, \(\delta E_1=0.2\times25/(12\times25^3)\times1.59375=4.250\times10^{-5}\) hartree. The reference is the continuum value for one isolated kink, which omits tunnelling to the antikink 400 bohr away; the lattice values are means of the two levels near \(E_1\), so a symmetric tunnel splitting cancels. Errors are differences from \(E_1=0.016\) hartree, given in hartree.

| \(a\) (bohr) | tangent error | predicted | ratio | SLAC \(\lvert\)error\(\rvert\) |
|---|---|---|---|---|
| 10 | 1.6044e-4 | 1.7000e-4 | 0.94377 | 7.6e-9 |
| 5 | 4.1886e-5 | 4.2500e-5 | 0.98554 | 1.7e-15 |
| 2.5 | 1.0586e-5 | 1.0625e-5 | 0.99636 | 1.7e-15 |

The tangent levels are 439.75, 436.52 and 435.67 meV; at \(a=5\) bohr the error is 0.26% of \(E_1\). The deficit of the ratio from 1 is 0.0562, 0.0145, 0.0036, falling close to fourfold per halving, as an \(a^4\) term in the energy requires. That term collects the \(p^5\) correction in first order and the \(p^3\) correction in second order; the data show it to be negative, and it is not derived here. Eliminating it, \((4\times0.99636-0.98554)/3=0.99997\), confirms the \(a^2\) coefficient.

SLAC has no dispersion error inside the zone, so its error comes from the weight of the state near the zone edge. The functions of \(y\) are analytic for \(|\operatorname{Im}y|<\pi/2\); shifting the Fourier contour toward that line gives a decay \(e^{-\pi w|p|/2}\) up to powers, which is \(e^{-\pi^2w/2a}\) at the edge. This sets the size of the error made in acting on the state. The error of a Hermitian eigenvalue is quadratic in it, so the level error is expected to scale as \(e^{-\pi^2w/a}\) up to powers. This is an estimate, not a full derivation; it is consistent with the drop from \(7.6\times10^{-9}\) hartree at \(a=10\) bohr to a floor that no longer changes with \(a\). That floor is a finite-ring effect and not a discretization error. Near the kink the antikink factor is \(\tanh[(3L/4-x)/w]\approx1-2e^{-L/w}e^{2y}\), so \(\delta M=-2M_0e^{-L/w}\,t\,e^{2y}\). To first order the level moves by \(\int fg\,\delta M=-2M_0e^{-L/w}\sqrt{2s+1}\,\langle(1-u)(2/u-1)\rangle\), where only the even part \(\cosh2y=2/u-1\) of \(e^{2y}\) contributes. For \(s=3/2\) the recursion for \(I_s\) gives \(\langle1/u\rangle=2\) and \(\langle u\rangle=3/4\), so the average is \(4-3+3/4=7/4\). The shift is then \(-0.14\,e^{-32}\approx-1.8\times10^{-15}\) hartree, whose magnitude agrees with the last two SLAC entries (tabulated as absolute values, at the single length \(L=800\) bohr) to within rounding. Those entries only bound the SLAC discretization error from above. It is examined here for \(M_0\) below \(\pi v/a\) and for a profile that is analytic around the walls. Where the ring closes, the slope of \(M\) jumps from \(-3.6\times10^{-10}\) to \(+3.6\times10^{-10}\) hartree/bohr, but the squared amplitude of the state is of order \(e^{-24}\) there, so this cusp is invisible at the precision shown.

At \(a=5\) bohr, SLAC and tangent each give 2 zero modes and 2 levels near \(+E_1\), one per wall, and the naive scheme gives 4 and 4. The reason is a symmetry: \(S=\operatorname{diag}(-1)^j\) obeys \(STS=-T\), so it reverses the naive \(K=P\); \(\sigma_x\) reverses \(\sigma_y\); hence \(S\sigma_x\) commutes with \(H\) and maps a smooth eigenstate to a zone-edge eigenstate of equal energy, orthogonal to the first up to the Fourier tails. All values are listed in the numerical output after this text.

## Variation 1: staggered potential

*Find the chiral spectrum for \(V_j=V_0(-1)^j\), and compare with the continuum potential \(V_0\cos(\pi x/a)\) that it samples.*

In the continuum, \(-iv\psi'+V\psi=E\psi\) has the solution \(\psi=\exp[iEx/v-(i/v)\int_0^xV]\), and the boundary condition gives \(E=vp+\bar V\) with \(\bar V\) the mean of \(V\). The cosine has zero mean, so the spectrum is unchanged.

On the lattice \(S\) couples \(p\) with \(p-\pi/a\) for \(0<p<\pi/a\), both on the grid for even \(N\). The \(2\times2\) block has diagonal \(\epsilon_1=v\kappa(p)\), \(\epsilon_2=v\kappa(p-\pi/a)\), off-diagonal \(V_0\), and eigenvalues \(\frac12(\epsilon_1+\epsilon_2)\pm\sqrt{\frac14(\epsilon_1-\epsilon_2)^2+V_0^2}\).

For SLAC, with \(b=\pi v/2a\), this is \(E=vp-b\pm\sqrt{b^2+V_0^2}\). The upper branch starts at \(\sqrt{b^2+V_0^2}-b\) as \(p\to0^+\), and the lower ends at the negative of this as \(p\to\pi/a\), leaving the gap
\[\Delta=2\left[\sqrt{b^2+V_0^2}-b\right]\approx\frac{2aV_0^2}{\pi v}\quad(V_0\ll b).\]
States at \(p=0^+\) are pushed up by a partner at \(-\pi v/a\), and states at \(0^-\) are pushed down by a partner at \(+\pi v/a\): the jump is copied onto the Dirac point.

For the tangent, with \(\eta=\tan(pa/2)\), \(\tan(pa/2-\pi/2)=-1/\eta\). Using \(\eta-1/\eta=-2\cot pa\) and \(\eta+1/\eta=2/\sin pa\),
\[E=-\frac{2v}a\cot pa\pm\sqrt{\frac{(2v/a)^2}{\sin^2pa}+V_0^2}.\]
For small \(pa\) the root is \(2v/(a\sin pa)+aV_0^2\sin(pa)/4v\) to leading order, and \((1-\cos pa)/\sin pa=\eta\), so the upper branch is \(E\approx vp\,[1+(V_0a/2v)^2]\). It rises continuously from 0 to \(+\infty\), the lower branch covers the negative axis by the symmetry \(p\to\pi/a-p\), and there is no gap for any \(V_0\). In the pencil, \(ST=-TS\) gives \(4B^\dagger SB=(1+T^\dagger)(1-T)S=(T^\dagger-T)S\), a coupling proportional to \(\sin pa\) that vanishes at the Dirac point.

For \(V_0=0.02\) hartree and \(a=5\) bohr, \(b=0.125664/2=0.062832\) hartree and \(\Delta=0.006213\) hartree \(=169.1\) meV, while the velocity factor is \(1+0.25^2=1.0625\). At \(N=160\) the smallest \(|E|\) is \(v\pi/L=7.854\times10^{-4}\) hartree without potential, \(7.854\times10^{-4}+\Delta/2=3.892\times10^{-3}\) hartree for SLAC, and \(8.345\times10^{-4}\) hartree for the tangent, a ratio 1.06253 to the free value. At \(N=640\) SLAC stays at \(3.303\times10^{-3}\) hartree and the tangent falls to \(2.086\times10^{-4}\) hartree, ratio 1.06250. The gap and the velocity change are both lattice artefacts, since the continuum shows neither.

## Variation 2: Crank–Nicolson step

*Write the Crank–Nicolson step of length \(\tau\) for the chiral tangent problem in local form, and find the free quasi-energy \(\varepsilon\).*

The step is \((1+i\tau h/2)\psi'=(1-i\tau h/2)\psi\). Substituting \(\psi=B\chi\), \(\psi'=B\chi'\) and multiplying by \(B^\dagger\),
\[\left[\Phi+\tfrac{i\tau}2(vP+B^\dagger VB)\right]\chi'=\left[\Phi-\tfrac{i\tau}2(vP+B^\dagger VB)\right]\chi,\]
a cyclic tridiagonal system. The original step is a Cayley transform of a Hermitian matrix and hence unitary for any \(\tau\), so \(\chi^\dagger\Phi\chi\) is conserved and the large bandwidth sets no stability limit. An eigenstate acquires the factor \((1-iE\tau/2)/(1+iE\tau/2)=e^{-i\varepsilon\tau}\) with \(\tan(\varepsilon\tau/2)=E\tau/2\). For \(V=0\) and \(c=v\tau/a\),
\[\tan\frac{\varepsilon\tau}2=c\tan\frac{pa}2.\]
With \(z=pa/2\) small, \(\arctan(c\tan z)=cz+cz^3/3-c^3z^3/3+\dots\), so \(\varepsilon=vp[1+(1-c^2)p^2a^2/12+\dots]\): the space and time errors have opposite signs. At \(c=1\), \(\varepsilon=vp\) for every grid momentum and the step equals \(T^{-1}\), a rigid shift by one site to the right. This cancellation is derived for the free massless case alone.

For SLAC at \(c=1\) the phase per step is \(2\arctan z\) in place of \(2z\), and the eigenvalues differ from those of \(T^{-1}\) by \(2\sin(z-\arctan z)\) in modulus, largest at \(z=\pi/2-\pi/2N\). For \(\tau=a/v=25\) atomic time units and \(N=160\) the operator-norm distance from \(T^{-1}\) is 1.0623, on a scale where 2 is the largest distance between unitary matrices. The linear SLAC dispersion is therefore lost in this time step, with leading error \(\varepsilon=vp[1-v^2\tau^2p^2/12]\) from \(\arctan(cz)=cz-c^3z^3/3+\dots\)

## Numbers as computed

```
v = 0.2 bohr*hartree, M0 = 0.02 hartree, w = 25.0 bohr, lambda = 2.5
L = 800.0 bohr, V0 = 0.02 hartree, reference grid a = 5.0 bohr, N = 160
pa/pi = 0.1: K_tan/p = 1.00831, K_naive/p = 0.98363, v_group,tan/v = 1.0251
pa/pi = 0.5: K_tan/p = 1.27324, K_naive/p = 0.63662, v_group,tan/v = 2.0000
pa/pi = 0.9: K_tan/p = 4.46607, K_naive/p = 0.10929, v_group,tan/v = 40.8635
|K_n| at n = 1: SLAC 0.200013, tangent 0.400000 1/bohr
|K_n| at n = 10: SLAC 0.020129, tangent 0.400000 1/bohr
|K_n| at n = 80: SLAC 0.003927, tangent 0.400000 1/bohr
cond Phi = 10374.62, v max|K_tan| = 8.1485 hartree, v pi/a = 0.125664 hartree
random M, V: max |E_dense - E_pencil| = 1.5e-13 hartree
pencil with bare V instead of B'VB: max deviation = 19.507 hartree
pencil range 1: residual SLAC 3.61e-02, tangent 1e-16
pencil range 2: residual SLAC 1.49e-03, tangent 7e-17
staggered N = 160: min|E| free 7.8540e-04, SLAC 3.8917e-03, tangent 8.3451e-04 hartree
   tangent min|E|/free = 1.06253
staggered N = 640: min|E| free 1.9635e-04, SLAC 3.3027e-03, tangent 2.0862e-04 hartree
   tangent min|E|/free = 1.06250
SLAC gap = 0.006213 hartree = 169.1 meV; tangent velocity factor = 1.06250
Crank-Nicolson tau = a/v = 25.0 a.u.: ||U_SLAC - T^-1|| = 1.0623
continuum kink: E1 = 0.016000 hartree = 435.38 meV, E2 = 0.019596 hartree
error coefficient (lam-1)^2(3lam+1)/(sqrt(2lam-1)(2lam+1)) = 1.593750
a = 10.0 bohr, N = 80: E1 tangent = 0.016160440 hartree = 439.748 meV
   tangent error 1.60440e-04, predicted 1.70000e-04 hartree, ratio 0.94377
   |SLAC error| = 7.6e-09 hartree
a = 5.0 bohr, N = 160: E1 tangent = 0.016041886 hartree = 436.522 meV
   tangent error 4.18855e-05, predicted 4.25000e-05 hartree, ratio 0.98554
   |SLAC error| = 1.7e-15 hartree
a = 2.5 bohr, N = 320: E1 tangent = 0.016010586 hartree = 435.670 meV
   tangent error 1.05863e-05, predicted 1.06250e-05 hartree, ratio 0.99636
   |SLAC error| = 1.7e-15 hartree
ratio extrapolated to a = 0: 0.999965
kink + antikink, slac: zero modes 2, levels near +E1 2
kink + antikink, tan: zero modes 2, levels near +E1 2
kink + antikink, naive: zero modes 4, levels near +E1 4
tangent zero mode, a = 5.0 bohr: 1 - overlap with sech^lambda = 1.232e-05
```
